**Multicollinear functional: collinear limit and spin-flip kernel**

The program tests that averaging E_eff[n, **m**·**e**] over directions **e**, with E_eff = E + ∫ s δE/δs, returns the collinear functional E[n,s], and that the transverse kernel is K_⊥ = ∫₀¹ G[n,ts] dt. Here n is the density, s the collinear spin density, **m** the spin vector density, G the second derivative of E with respect to s, and b = δE/δs. On a periodic line with PBE it asserts the collinear limit along a tilted axis, agreement of K_⊥ with finite differences of the spherical average, a nonzero local torque, and the divergence of b/s at a node of s. The assertion on the global turn of the spin texture is weak: the mirror symmetry of that texture makes the printed derivative zero in any case, so it does not probe rotational invariance. For the Bi atom it asserts that K_⊥ acting on s reproduces ∫ s b, that a rigid spin rotation solves the response equations at zero frequency, and that fivefold and threefold levels follow. The output places these at 0.0347 Ha and 0.0683 Ha, the second equal to the bare 6p gap. Spin-orbit coupling is left out and the basis is small, so these are not predictions of measured levels.

## Check in Python

```python
"""
Result under test (Hartree atomic units):
  E_MC[n, m] = average over unit vectors e of E_eff[n, m.e],
  E_eff[n, s] = E[n, s] + integral of s * dE/ds,
equals the collinear functional E[n, s] when m = s*u with u fixed, and its
transverse (spin-flip) kernel is K_perp = integral_0^1 dt G[n, t*s],
where G is the second functional derivative of E with respect to s.
n: density; s: collinear spin density (up minus down); m: spin vector density;
b = dE/ds: exchange-correlation spin field.
A field with four rows holds its value and its x, y, z derivatives.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigvals
from pyscf import gto, dft

ni = dft.numint.NumInt()
XC = "pbe,pbe"
CX = 1.5 * (3 / (4 * np.pi)) ** (1 / 3)


def xc_terms(n4, s4, order):
    """Energy density, its first s-derivatives and (order 2) second ones."""
    rho = np.array([(n4 + s4) / 2, (n4 - s4) / 2])
    out = ni.eval_xc_eff(XC, rho, deriv=order, xctype="GGA")
    energy = out[0] * n4[0]
    first = (out[1][0] - out[1][1]) / 2
    if order == 1:
        return energy, first
    f = out[2]
    second = (f[0, :, 0] - f[0, :, 1] - f[1, :, 0] + f[1, :, 1]) / 4
    return energy, first, second


def plain_pbe(n4, s4):
    return xc_terms(n4, s4, 1)[0]


def effective_pbe(n4, s4):
    energy, first = xc_terms(n4, s4, 1)
    return energy + np.sum(first * s4, axis=0)


def effective_lsda(n4, s4):
    up, down = (n4[0] + s4[0]) / 2, (n4[0] - s4[0]) / 2
    energy = -CX * (up ** (4 / 3) + down ** (4 / 3))
    slope = -CX * (2 / 3) * (up ** (1 / 3) - down ** (1 / 3))
    return energy + s4[0] * slope


def sphere_average(integrand, n4, m4, weights, n_theta=20, n_phi=24):
    """Average over directions e of the integrated integrand(n, m.e)."""
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    sin = np.sqrt(1 - c**2)
    e = np.array([np.outer(sin, np.cos(phi)).ravel(),
                  np.outer(sin, np.sin(phi)).ravel(),
                  np.repeat(c, n_phi)]).T
    w_dir = np.repeat(wc / 2 / n_phi, n_phi)
    proj = np.einsum("di,ixg->xdg", e, m4).reshape(4, -1)
    dens = np.repeat(n4[:, None, :], len(e), axis=1).reshape(4, -1)
    values = integrand(dens, proj).reshape(len(e), -1)
    return w_dir @ values @ weights


def ray_nodes(k):
    """Quadrature on 0 < t < 1 with points gathered towards t = 1."""
    x, w = np.polynomial.legendre.leggauss(k)
    x, w = (x + 1) / 2, w / 2
    return 1 - (1 - x) ** 3, 3 * (1 - x) ** 2 * w


def transverse_kernel(n4, s4, k=12):
    return sum(w * xc_terms(n4, t * s4, 2)[2] for t, w in zip(*ray_nodes(k)))


def quadratic_form(kernel, f4, weights):
    return np.einsum("xg,xg,g->", f4,
                     np.einsum("xyg,yg->xg", kernel, f4), weights)


def ddx(f):
    k = np.fft.fftfreq(len(f), 1 / len(f))
    k[len(f) // 2] = 0
    return np.fft.ifft(1j * k * np.fft.fft(f)).real


def line_field(f):
    return np.array([f, ddx(f), 0 * f, 0 * f])


def line_model(points):
    x = 2 * np.pi * np.arange(points) / points
    n4 = line_field(0.30 + 0.10 * np.cos(x))
    s4 = line_field(0.12 * np.sin(x - np.pi / 4))
    trial = line_field(np.cos(2 * x) + 0.5 * np.sin(x))
    return x, n4, s4, trial, np.full(points, 2 * np.pi / points)


# ---------------- periodic line: collinear limit ----------------
x, n4, s4, trial, wt = line_model(128)
print("PERIODIC LINE, length 2 pi bohr, PBE, energies per bohr^2 of area")
print("n = 0.30+0.10 cos x, s = 0.12 sin(x-pi/4), in bohr^-3")
print(f"largest |s|/n: {np.max(np.abs(s4[0]) / n4[0]):.4f}")
e_col = plain_pbe(n4, s4) @ wt
tilt = np.array([0.36, 0.48, 0.80])
m_tilt = tilt[:, None, None] * s4
e_mc = sphere_average(effective_pbe, n4, m_tilt, wt)
e_plain = sphere_average(plain_pbe, n4, m_tilt, wt)
print(f"collinear energy: {e_col:.10f} Ha")
print(f"multicollinear energy, tilted axis: {e_mc:.10f} Ha")
print(f"average of unmodified functional: {e_plain:.10f} Ha")
assert abs(e_mc - e_col) < 1e-8
assert abs(e_plain - e_col) > 1e-4

# ---------------- transverse kernel from finite differences ----------------
def shifted_energy(eta):
    return sphere_average(effective_pbe, n4,
                          np.array([eta * trial, 0 * s4, s4]), wt)

h = 0.01
curv_fd = (16 * shifted_energy(h) - shifted_energy(2 * h)
           - 15 * shifted_energy(0.0)) / (6 * h**2)
curv = quadratic_form(transverse_kernel(n4, s4), trial, wt)
curv_long = quadratic_form(xc_terms(n4, s4, 2)[2], trial, wt)
print("trial transverse field w = cos 2x + 0.5 sin x")
print(f"<w|K_perp|w>, finite difference: {curv_fd:.7f} a.u.")
print(f"<w|K_perp|w>, ray integral: {curv:.7f} a.u.")
print(f"<w|G|w>, longitudinal: {curv_long:.7f} a.u.")
assert abs(curv_fd / curv - 1) < 1e-5
assert abs(curv_long / curv - 1) > 1e-3

# ---------------- torque of a noncollinear texture ----------------
def texture_slope(integrand, g):
    """Derivative of the energy when the spin angle changes by eta*g(x)."""
    size = 0.12 + 0.03 * np.cos(x)
    values = []
    for eta in (1e-3, -1e-3):
        angle = 0.8 * np.sin(x) + eta * g
        m4 = np.array([line_field(size * np.sin(angle)), 0 * n4,
                       line_field(size * np.cos(angle))])
        values.append(sphere_average(integrand, n4, m4, wt))
    return (values[0] - values[1]) / 2e-3

local_pbe = texture_slope(effective_pbe, np.sin(x))
net_pbe = texture_slope(effective_pbe, np.ones_like(x))
local_lsda = texture_slope(effective_lsda, np.sin(x))
print("texture |m| = 0.12+0.03 cos x, angle 0.8 sin x")
print(f"dE/d(angle), sin x twist, PBE: {local_pbe:.4e} Ha/rad")
print(f"dE/d(angle), global turn, PBE: {net_pbe:.1e} Ha/rad")
print(f"dE/d(angle), sin x twist, LSDA exchange: {local_lsda:.1e} Ha/rad")
assert abs(local_pbe) > 1e-6
assert abs(net_pbe) < 1e-8 and abs(local_lsda) < 1e-8

# ---------------- node of s: local-axis kernel b/s against K_perp ----------
jumps, finite = [], []
for points in (128, 256):
    _, nn, ss, ww, qq = line_model(points)
    first = xc_terms(nn, ss, 1)[1]
    b = first[0] - ddx(first[1])
    j = points // 8
    jumps.append(abs(b[j + 1] / ss[0, j + 1] - b[j - 1] / ss[0, j - 1]) / 2)
    finite.append(quadratic_form(transverse_kernel(nn, ss), ww, qq))
    b_node = b[j]
print(f"b at the node x = pi/4: {b_node:.4e} Ha")
print(f"|b/s| beside node, 128 and 256 points: "
      f"{jumps[0]:.4f}, {jumps[1]:.4f} a.u.")
print(f"change of <w|K_perp|w> between the grids: "
      f"{abs(finite[1] - finite[0]):.1e} a.u.")
assert abs(b_node) > 1e-5
assert abs(jumps[1] / jumps[0] - 2) < 0.1
assert abs(finite[1] - finite[0]) < 1e-7

# ---------------- local exchange at full polarization ----------------
n_full = 0.3
t, w = ray_nodes(24)
second = -CX / 9 * ((n_full * (1 + t) / 2) ** (-2 / 3)
                    + (n_full * (1 - t) / 2) ** (-2 / 3))
k_ray = w @ second
k_local = -CX * (2 / 3) * n_full ** (1 / 3) / n_full
print(f"LSDA exchange, s = n = 0.3: ray integral {k_ray:.6f}, "
      f"f'/s {k_local:.6f} a.u.")
assert abs(k_ray / k_local - 1) < 1e-6

# ---------------- free Bi atom, quartet 6p^3 ----------------
mol = gto.M(atom="Bi 0 0 0", basis="def2-svp", ecp="def2-svp",
            spin=3, verbose=0)
mf = dft.UKS(mol)
mf.xc = XC
mf.grids.atom_grid = {"Bi": (80, 110)}
mf.grids.prune = None
mf.conv_tol = 1e-11
mf.conv_tol_grad = 1e-6
mf.max_cycle = 100
mf.kernel()
assert mf.converged
n_up, n_down = mol.nelec
c_up, c_down = mf.mo_coeff
e_up, e_down = mf.mo_energy
dm = mf.make_rdm1()


def atom_fields(coords):
    ao = ni.eval_ao(mol, coords, deriv=1)
    up = ni.eval_rho(mol, ao, dm[0], xctype="GGA")
    down = ni.eval_rho(mol, ao, dm[1], xctype="GGA")
    return ao, up + down, up - down


ao, n_at, s_at = atom_fields(mf.grids.coords)
keep = n_at[0] > 1e-9
ao, n_at, s_at = ao[:, keep], n_at[:, keep], s_at[:, keep]
w_at = mf.grids.weights[keep]
print("BI ATOM, UKS PBE, def2-SVP with effective core potential")
print(f"explicit electrons up, down: {n_up}, {n_down}; "
      f"basis functions: {mol.nao}")
print(f"total energy (valence with core potential): {mf.e_tot:.6f} Ha")
gap = e_down[n_down] - e_up[n_up - 1]
print(f"6p up level: {e_up[n_up - 1]:.6f} Ha")
print(f"6p down level: {e_down[n_down]:.6f} Ha; gap {gap:.6f} Ha")

# nodes of the spin density along a radius, and the field b there
r = np.linspace(0.05, 8.0, 1591)
_, n_r, s_r = atom_fields(np.array([0 * r, 0 * r, r]).T)
first = xc_terms(n_r, s_r, 1)[1]
b_r = first[0] - np.gradient(r**2 * first[3], r) / r**2
cross = np.where((s_r[0, :-1] * s_r[0, 1:] < 0) & (n_r[0, 1:] > 1e-6))[0]
print(f"sign changes of s for 0.05 < r < 8 bohr: {len(cross)}")
for j in cross[:6]:
    frac = s_r[0, j] / (s_r[0, j] - s_r[0, j + 1])
    print(f"  node at r = {r[j] + frac * (r[j + 1] - r[j]):.3f} bohr, "
          f"b = {b_r[j] + frac * (b_r[j + 1] - b_r[j]):.5f} Ha")

# kernel acting on s must return b
field_energy = np.sum(xc_terms(n_at, s_at, 1)[1] * s_at, axis=0) @ w_at
print(f"integral of s*b: {field_energy:.7f} Ha")
for k in (4, 8, 12):
    kernel = transverse_kernel(n_at, s_at, k)
    sks = quadratic_form(kernel, s_at, w_at)
    print(f"<s|K_perp|s>, {k} ray points: {sks:.7f} Ha")
sgs = quadratic_form(xc_terms(n_at, s_at, 2)[2], s_at, w_at)
print(f"<s|G|s>, longitudinal kernel: {sgs:.7f} Ha")
assert abs(sks - field_energy) < 1e-5
assert abs(sgs - field_energy) > 1e-3


def pair_fields(occ, vir):
    """Products of occupied and virtual orbitals with their gradients."""
    out = occ[:, :, :, None] * vir[0][None, :, None, :]
    out[1:] += occ[0][None, :, :, None] * vir[1:, :, None, :]
    return out.reshape(4, occ.shape[1], -1)


gaps = np.concatenate([
    (e_down[None, n_down:] - e_up[:n_up, None]).ravel(),
    (e_up[None, n_up:] - e_down[:n_down, None]).ravel()])
size = len(gaps)
coupling = np.zeros((size, size))
for start in range(0, len(w_at), 1000):
    part = slice(start, start + 1000)
    up, down = ao[:, part] @ c_up, ao[:, part] @ c_down
    pairs = np.concatenate([
        pair_fields(up[:, :, :n_up], down[:, :, n_down:]),
        pair_fields(down[:, :, :n_down], up[:, :, n_up:])], axis=2)
    weighted = kernel[:, :, part] * w_at[part]
    acted = np.einsum("xyg,ygq->xgq", weighted, pairs)
    coupling += pairs.reshape(-1, size).T @ acted.reshape(-1, size)

response = np.diag(gaps) + 2 * coupling
metric = np.concatenate([np.ones(n_up * (mol.nao - n_down)),
                         -np.ones(n_down * (mol.nao - n_up))])
overlap = c_up.T @ mf.get_ovlp() @ c_down
rotation = np.concatenate([overlap[:n_up, n_down:].ravel(),
                           -overlap[n_up:, :n_down].T.ravel()])
residual = np.max(np.abs(response @ rotation))
bare = np.max(np.abs(gaps * rotation))
print(f"global spin turn: largest residual {residual:.1e} Ha, "
      f"without kernel {bare:.4f} Ha")
assert residual < 1e-4 and bare > 1e-2

omega = eigvals(metric[:, None] * response)
omega = omega[np.argsort(np.abs(omega))][:9]
assert np.max(np.abs(omega.imag)) < 1e-5
levels = omega.real
ev = constants.physical_constants["Hartree energy in eV"][0]
five, three = levels[1:6], levels[6:9]
print(f"quartet partner: {levels[0]:.1e} Ha")
print(f"fivefold level (2D): {five.mean():.6f} Ha = "
      f"{five.mean() * ev:.4f} eV, spread {np.ptp(five):.1e} Ha")
print(f"threefold level (2P): {three.mean():.6f} Ha = "
      f"{three.mean() * ev:.4f} eV, spread {np.ptp(three):.1e} Ha")
assert abs(levels[0]) < 1e-4
assert np.ptp(five) < 2e-5 and np.ptp(three) < 2e-5
assert three.mean() - five.mean() > 1e-3 and five.mean() > 1e-3
print("done: every assertion held")
```

Running it gives:

```
PERIODIC LINE, length 2 pi bohr, PBE, energies per bohr^2 of area
n = 0.30+0.10 cos x, s = 0.12 sin(x-pi/4), in bohr^-3
largest |s|/n: 0.5434
collinear energy: -1.0752866417 Ha
multicollinear energy, tilted axis: -1.0752866417 Ha
average of unmodified functional: -1.0650465680 Ha
trial transverse field w = cos 2x + 0.5 sin x
<w|K_perp|w>, finite difference: -3.1241770 a.u.
<w|K_perp|w>, ray integral: -3.1241793 a.u.
<w|G|w>, longitudinal: -3.3362792 a.u.
texture |m| = 0.12+0.03 cos x, angle 0.8 sin x
dE/d(angle), sin x twist, PBE: -1.6831e-03 Ha/rad
dE/d(angle), global turn, PBE: 0.0e+00 Ha/rad
dE/d(angle), sin x twist, LSDA exchange: 0.0e+00 Ha/rad
b at the node x = pi/4: 9.1410e-04 Ha
|b/s| beside node, 128 and 256 points: 0.1520, 0.3088 a.u.
change of <w|K_perp|w> between the grids: 4.0e-15 a.u.
LSDA exchange, s = n = 0.3: ray integral -1.384277, f'/s -1.384277 a.u.
BI ATOM, UKS PBE, def2-SVP with effective core potential
explicit electrons up, down: 13, 10; basis functions: 26
total energy (valence with core potential): -214.631292 Ha
6p up level: -0.187911 Ha
6p down level: -0.119570 Ha; gap 0.068340 Ha
sign changes of s for 0.05 < r < 8 bohr: 2
  node at r = 1.008 bohr, b = 0.00115 Ha
  node at r = 1.253 bohr, b = 0.00218 Ha
integral of s*b: -0.1041176 Ha
<s|K_perp|s>, 4 ray points: -0.1042044 Ha
<s|K_perp|s>, 8 ray points: -0.1041176 Ha
<s|K_perp|s>, 12 ray points: -0.1041176 Ha
<s|G|s>, longitudinal kernel: -0.1331866 Ha
global spin turn: largest residual 1.2e-09 Ha, without kernel 0.0677 Ha
quartet partner: 1.2e-09 Ha
fivefold level (2D): 0.034743 Ha = 0.9454 eV, spread 9.2e-15 Ha
threefold level (2P): 0.068340 Ha = 1.8596 eV, spread 6.1e-15 Ha
done: every assertion held
```
